# How heating rate shifts the hydrogen desorption peak of monohydride silicon (100)

## Problem

A silicon (100) surface in its monohydride state carries one hydrogen atom on each surface silicon atom. The silicon atoms are joined in pairs, called dimers, so a full layer holds two hydrogen atoms per dimer. When the crystal is heated in vacuum, hydrogen leaves as H$_2$, and the desorption rate rises, passes through a maximum and dies away.

Let $\theta$ be the hydrogen coverage divided by that of the full monohydride layer. Take the loss to be first order,

$$
\frac{d\theta}{dt}=-\kappa(T)\,\theta,\qquad \kappa(T)=\nu\,e^{-E/kT},
$$

with barrier $E=2.5$ eV and prefactor $\nu=10^{15}$ s$^{-1}$, both constant. The temperature rises linearly, $T=T_0+\beta t$, from a cold start, and no hydrogen returns to the surface. Here $k=8.61733\times10^{-5}$ eV/K, so $E/k=29011$ K. Electronvolts, kelvins and seconds are the natural units.

(a) At what temperature $T_p$ is the desorption rate greatest when $\beta=1$ K/s?

(b) How far does the peak move when the heating rate is changed tenfold, with $E$ and $\nu$ held fixed?

(c) How far can the answers be trusted for a real surface?

## A first estimate by scaling

Hydrogen leaves in quantity when the rate constant times the time available is about one. The crudest measure of that time is the time the ramp needs to cover a temperature interval as large as $T$ itself, namely $T/\beta$. This gives

$$
\nu e^{-E/kT}\,\frac{T}{\beta}\sim1
\quad\Longrightarrow\quad
\frac{E}{kT}\sim\ln\frac{\nu T}{\beta}.
$$

The logarithm hardly notices the value of $T$ inside it, so put $T=1000$ K there. At 1 K/s,

$$
\frac{E}{kT}\sim\ln 10^{18}=41.4,\qquad
T\sim\frac{29011\ \text{K}}{41.4}\approx700\ \text{K}.
$$

A tenfold faster ramp lowers the logarithm by $\ln10=2.30$. Since $T$ is inversely proportional to $E/kT$ at fixed $E$, a small relative decrease of $E/kT$ is an equal relative increase of $T$:

$$
\Delta T\sim T\,\frac{\ln10}{E/kT}=700\ \text{K}\times\frac{2.30}{41.4}\approx39\ \text{K}.
$$

The estimate puts the peak near 700 K and moves it upward by about 40 K per decade of heating rate. Its weak point is the time available: a rate constant that climbs so steeply is effective over a much smaller interval than $T$.

## Exact solution

### The condition for the peak

Because $dT=\beta\,dt$, the rate equation in terms of temperature is

$$
\frac{d\theta}{dT}=-\frac{\nu}{\beta}\,\theta\,e^{-E/kT}.
$$

The desorption rate is $r=\nu\theta e^{-E/kT}$. It is positive, so it has its maximum where its logarithm does. From $\ln r=\ln\nu+\ln\theta-E/kT$,

$$
\frac{d\ln r}{dT}=\frac{1}{\theta}\frac{d\theta}{dT}+\frac{E}{kT^2}
=\frac{E}{kT^2}-\frac{\nu}{\beta}e^{-E/kT}.
$$

The first term is the relative growth of the rate constant per kelvin; the second is the relative loss of hydrogen per kelvin. Setting the sum to zero gives the first-order Redhead condition:

$$
\frac{E}{kT_p^2}=\frac{\nu}{\beta}\,e^{-E/kT_p}.
$$

To see that this is a single maximum, take the ratio of loss to growth,

$$
g(T)=\frac{\nu kT^2}{\beta E}e^{-E/kT},\qquad
\frac{d\ln g}{dT}=\frac2T+\frac{E}{kT^2}>0.
$$

The ratio rises steadily from zero without bound, so it equals one at one temperature. Below it growth wins and $r$ rises; above it loss wins and $r$ falls. A start is cold enough for the peak to appear if $g(T_0)<1$. The coverage has cancelled from the condition, so for first-order kinetics with constant $E$ and $\nu$, $T_p$ does not depend on how much hydrogen was present initially.

### Solving for the temperature

Let $x=E/kT_p$, so that $T_p=E/(kx)$. The left side of the condition becomes

$$
\frac{E}{kT_p^2}=\frac{E}{k}\,\frac{k^2x^2}{E^2}=\frac{kx^2}{E}.
$$

Multiplying the condition by $(E/k)e^x$ then gives

$$
x^2e^x=\frac{\nu E}{k\beta}.
$$

Both sides are positive. Take the positive square root and divide by two:

$$
\frac{x}{2}e^{x/2}=\frac12\sqrt{\frac{\nu E}{k\beta}}.
$$

The Lambert function $W(z)$ is defined by $We^W=z$, and for positive $z$ its one real value lies on the principal branch. Hence

$$
x=2W\!\left(\frac12\sqrt{\frac{\nu E}{k\beta}}\right),\qquad T_p=\frac{E}{kx}.
$$

For work by hand, the logarithm of $x^2e^x=\nu E/(k\beta)$ is more convenient:

$$
x+2\ln x=L,\qquad L=\ln\frac{\nu E}{k\beta}.
$$

At 1 K/s, $L=\ln(10^{15}\times29011)=44.814$. Rewrite the equation as the iteration $x\to L-2\ln x$. If a trial value is wrong by a small amount $\delta$, the next is wrong by $-2\ln(1+\delta/x)\approx-2\delta/x$. With $x$ near 38, each pass shrinks the error about nineteenfold and reverses its sign. Starting from 40,

$$
40\;\to\;44.814-2\ln40=37.436\;\to\;37.569\;\to\;37.562.
$$

The answer to (a) is therefore

$$
T_p=\frac{29011\ \text{K}}{37.562}=772\ \text{K}\quad(499\,^\circ\text{C}).
$$

### The shift with heating rate

Differentiate $x+2\ln x=L$ with respect to $\ln\beta$, holding $E$ and $\nu$ fixed. Since $L$ contains $-\ln\beta$,

$$
\left(1+\frac2x\right)\frac{dx}{d\ln\beta}=-1
\quad\Longrightarrow\quad
\frac{dx}{d\ln\beta}=-\frac{x}{x+2}.
$$

From $\ln T_p=\ln(E/k)-\ln x$,

$$
\frac{d\ln T_p}{d\ln\beta}=-\frac1x\frac{dx}{d\ln\beta}=\frac{1}{x+2},
\qquad
\frac{dT_p}{d\ln\beta}=\frac{T_p}{x+2}.
$$

At 1 K/s the slope is $772.35/39.562=19.5$ K per unit of $\ln\beta$, or $19.52\times2.303=45.0$ K per decade.

A decade is a finite step, so the full solution is worth using at each rate:

| $\beta$ (K/s) | $x$ | $T_p$ (K) |
|---|---|---|
| 0.1 | 39.75 | 729.8 |
| 1 | 37.56 | 772.4 |
| 10 | 35.38 | 820.0 |

Direct integration of the rate equation, with each maximum located without using the Redhead condition, gives the same three temperatures to the digits shown.

The answer to (b) is a rise of 47.7 K from 1 to 10 K/s, or a fall of 42.5 K from 1 to 0.1 K/s. The steps are unequal because

$$
\frac{dT_p}{d\ln\beta}=\frac{E}{k}\,\frac{1}{x(x+2)},
$$

and $x$ falls as $\beta$ rises. For scale, the peak at 1 K/s has a full width at half maximum of 48.5 K, so a decade moves it by about its own width. Doubling the rate from 1 to 2 K/s moves it by 13.8 K.

### Why a faster ramp gives a hotter peak

Integrating the rate equation from the start of the ramp gives

$$
\ln\frac{\theta(T)}{\theta_0}=-\frac1\beta\int_{T_0}^{T}\kappa(T')\,dT',
$$

where $\theta_0$ is the initial coverage. At a given temperature, the logarithm of the surviving fraction is inversely proportional to $\beta$. On the 1 K/s ramp, 0.387 of the hydrogen is left at 772 K. On the 10 K/s ramp, the fraction left there is $0.387^{0.1}=0.909$. The relative loss per kelvin is ten times smaller, while the relative growth of $\kappa$ per kelvin is unchanged. Loss overtakes growth only at a higher temperature.

The value 0.387 can also be derived. For a cold start the lower limit may be set to zero. With $y=E/kT'$, so that $dT'=-(E/k)\,dy/y^2$,

$$
\int_0^{T_p}e^{-E/kT'}dT'=\frac Ek\int_x^\infty\frac{e^{-y}}{y^2}\,dy .
$$

The peak condition supplies $\nu/\beta=(k/E)x^2e^x$, and therefore

$$
\ln\frac{\theta_p}{\theta_0}=-x^2e^x\int_x^\infty\frac{e^{-y}}{y^2}\,dy .
$$

Integrating by parts,

$$
\int_x^\infty\frac{e^{-y}}{y^2}dy=\frac{e^{-x}}{x^2}-2\int_x^\infty\frac{e^{-y}}{y^3}dy
\approx e^{-x}\left(\frac1{x^2}-\frac2{x^3}\right),
$$

so that $\theta_p/\theta_0\approx e^{-(1-2/x)}=0.388$, close to the integrated 0.387. The subtracted integral is positive, so the surviving fraction lies above $1/e=0.368$.

## Comparing the estimate with the solution

The estimate of 700 K is 9% below the exact 772 K. The missing piece can be identified. Since $E/k=xT_p$, the relation $x^2e^x=\nu E/(k\beta)$ becomes, after division by $x$,

$$
xe^x=\frac{\nu T_p}{\beta}
\quad\Longrightarrow\quad
x=\ln\frac{\nu T_p}{\beta}-\ln x .
$$

The estimate had the first term but not the second. Equivalently, the time available is not $T_p/\beta$ but $T_p/(x\beta)$. The interval $T_p/x=kT_p^2/E$, about 21 K here, is that over which the rate constant grows by a factor of about $e$. The term $\ln x$ is 3.63, and the guess of 1000 K inside the logarithm adds $\ln(1000/772)=0.26$. Together they account for the difference between 41.45 and 37.56.

The estimated shift of 39 K per decade compares with the exact slope of 45 K. In terms of $x$, the estimate is $(E/k)\ln10/x^2$ with $x=41.4$, while the exact slope is $(E/k)\ln10/[x(x+2)]$ with $x=37.56$. The overestimate of $x$ lowers the shift by a factor $(37.56/41.45)^2=0.821$. Omitting the 2 raises it by a factor $39.56/37.56=1.053$. The product, about 0.865, matches the ratio of 39 to 45 within rounding.

The corrected logarithm also gives a quick way to find a barrier from one peak. Because $\ln x$ varies slowly, it may be replaced by the constant 3.64, its value at $x=38$:

$$
E\approx kT_p\left[\ln\frac{\nu T_p}{\beta}-3.64\right].
$$

For the peak at 772.35 K this returns 2.499 eV. It needs an assumed prefactor, however, and an error there passes into the barrier.

## Using the shift to find the barrier

Within the first-order model, peaks at several heating rates remove the need to assume $\nu$. Rearranging the Redhead condition and taking the logarithm gives

$$
\ln\frac{\beta}{T_p^2}=\ln\frac{\nu k}{E}-\frac{E}{k}\,\frac1{T_p},
$$

where the numerical values of $\beta$, $T_p$ and $\nu k/E$ are taken in K and s. A plot of the left side against $1/T_p$ is a straight line of slope $-E/k$. A line through the three integrated peaks returns 2.500 eV and $1.00\times10^{15}$ s$^{-1}$.

For two peaks, subtracting the equations eliminates $\nu$:

$$
E=k\,\frac{\ln(\beta_2/\beta_1)-2\ln(T_2/T_1)}{1/T_1-1/T_2}.
$$

The barrier depends on a small difference of temperatures, which makes it sensitive to errors that vary with heating rate. Slow pumping is one such error. If the chamber empties with time constant $\tau$, its pressure $p$, in suitable units, obeys $dp/dt=r-p/\tau$, or

$$
p+\tau\frac{dp}{dt}=\tau r .
$$

When $\tau$ is much shorter than the time the ramp takes to cross the peak, the left side is nearly $p(t+\tau)$, so the pressure follows the desorption rate with a delay $\tau$, and its peak appears too hot by about $\beta\tau$. With $\tau=0.2$ s, integration gives delays of 0.20 K at 1 K/s and 1.91 K at 10 K/s. The apparent peaks are then at 772.55 and 821.92 K, and the two-peak formula gives 2.41 eV instead of 2.50 eV. A delay that barely matters for the peak temperature lowers the deduced barrier by 0.09 eV.

## How far the model reaches

### Imperfect pairing

First-order loss needs justification, since two hydrogen atoms must meet to form H$_2$. Suppose that H$_2$ leaves from a dimer holding two atoms, at a rate proportional to the fraction $\theta_2$ of such dimers. This is a simplification: paths that involve two neighbouring dimers, which also matter on real surfaces, are left out. If the preference for sharing dimers is strong enough, at the coverage in question, that nearly all atoms are paired, then $\theta_2\approx\theta$ and the loss is first order.

Let sharing a dimer lower the energy by $\epsilon$, and let hydrogen redistribute among dimers much faster than it desorbs. Empty, singly and doubly occupied dimers then have statistical weights $1$, $2z$ and $z^2e^{\epsilon/kT}$, where $z$ is fixed by the coverage and the 2 counts the two places for a single atom. Their fractions satisfy

$$
\frac{\theta_2\theta_{\rm empty}}{\theta_1^2}=\frac14e^{\epsilon/kT},\qquad
\theta=\theta_2+\frac12\theta_1 .
$$

Without a pairing energy, $\theta=z/(1+z)$ and $\theta_2=z^2/(1+z)^2=\theta^2$, so the loss is second order. Its rate is proportional to $\theta^2$, the loss term in $d\ln r/dT$ acquires a factor $2\theta$, and the peak condition becomes

$$
\frac{E}{kT_p^2}=2\theta_p\,\frac\nu\beta e^{-E/kT_p}.
$$

To find $\theta_p$, integrate $d\theta/dT=-(\kappa/\beta)\theta^2$. To leading order in $1/x$ the integral of $\kappa$ up to $T_p$ is $\kappa(T_p)\,kT_p^2/E$, as in the first-order case, so

$$
\frac1{\theta_p}-\frac1{\theta_0}\approx\frac{\kappa(T_p)}{\beta}\frac{kT_p^2}{E}=\frac1{2\theta_p},
$$

which gives $\theta_p\approx\theta_0/2$. The factor $2\theta_p$ is then about $\theta_0$. From a full layer it is near one, and the peak lies near its first-order position. From $\theta_0=0.1$ it acts like a tenfold smaller prefactor, equivalent to a tenfold faster ramp, which suggests a shift of about 48 K. Integration gives 46.5 K.

With a rough pairing energy of 0.25 eV, integration at 1 K/s moves the peak by 0.4 K from a full layer and by 7 K from a tenth of a layer, relative to the first-order result. For the peak position, first order is thus a good approximation when the ramp starts from a full layer and a poorer one when it starts from a sparse layer. A peak that moves with initial coverage at fixed heating rate is a sign that the first-order model is incomplete.

### Tunnelling and readsorption

Hydrogen is light enough to tunnel through the top of the barrier. The leading correction, due to Wigner, multiplies $\kappa$ by $1+(\hbar\omega/kT)^2/24$, where $\hbar\omega$ measures the curvature of the barrier top. For a rough value of 0.12 eV the factor at the peak is 1.135, and the peak moves down by 2.6 K. Since $\hbar\omega/kT$ is about 1.8, not small, this is an indication of size.

Readsorption depends on the surrounding gas. At $10^{-8}$ Torr of H$_2$ at 300 K, with an assumed sticking probability of $10^{-5}$, the return rate to a bare surface is $4.2\times10^{-7}$ layers per second; at a fixed sticking probability, occupied sites lower it. On a real surface, adsorbed hydrogen can instead make sticking easier at neighbouring sites. Desorption at the peak runs at 0.019 layers per second, tens of thousands of times the bare-surface return rate, so the neglect is safe for the assumed sticking probability. At the same sticking probability, the return rate to a bare surface would match this peak desorption rate at a pressure of between $10^{-4}$ and $10^{-3}$ Torr. The model therefore does not describe annealing in hydrogen near atmospheric pressure.

### The parameters and the real surface

The same differentiation as before, now with respect to $\ln E$, gives

$$
\frac{d\ln x}{d\ln E}=\frac1{x+2},\qquad
\frac{d\ln T_p}{d\ln E}=1-\frac1{x+2}=\frac{x+1}{x+2}.
$$

The peak temperature is nearly proportional to the barrier: 0.1 eV more raises it by 30 K. A tenfold larger prefactor lowers it by 42.5 K, the same as a tenfold slower ramp, because only $\nu/\beta$ enters the condition.

The main monohydride peak of real Si(100) lies roughly near 800 K at heating rates of a few kelvins per second, so the chosen barrier and prefactor are in a realistic range. A wafer taken from hydrofluoric acid also carries dihydride, which loses hydrogen at lower temperature; the model applies to the monohydride that remains. Real surfaces break the assumption of perfect pairing, which costs less than 10 K in the two cases computed with a pairing energy of 0.25 eV. The cost grows for sparser layers and weaker pairing: it is 26 K from a hundredth of a layer, and 16 K from a tenth of a layer if the pairing energy is 0.15 eV, while from a full layer it stays below 1 K for pairing energies of 0.15 to 0.35 eV. For a start from a full layer, uncertainty in $E$ and $\nu$ matters more: it can move the predicted peak by tens of kelvins. When one parameter is changed alone, the shift per decade changes by fewer kelvins than the peak. For the step from 1 to 10 K/s, 0.1 eV more raises it by about 2 K, and a tenfold larger prefactor lowers it from 47.7 to 42.5 K. If instead the peak at 1 K/s is known and $E$ and $\nu$ are changed together so as to keep it at 772 K, only the shift responds: 0.1 eV more then lowers it by about 2 K, and a barrier of 2.0 eV with $\nu\approx4\times10^{11}$ s$^{-1}$ raises it to about 60 K. The numerical output below lists the main values used.

## Calculated quantities

```
Barrier E = 2.50 eV; prefactor nu = 1.0e+15 1/s
Boltzmann constant k = 8.617333e-05 eV/K; E/k = 29011.3 K
L = ln(nu E/(k beta)) at 1 K/s = 44.8142
Hand iterates of x: 40.0000, 37.4365, 37.5689, 37.5619, 37.5622
Error ratio of iteration = -0.0533; -2/x = -0.0532
beta =  0.1 K/s: x = 39.7515, Tp formula = 729.82 K, integrated = 729.82 K
beta =  1.0 K/s: x = 37.5622, Tp formula = 772.35 K, integrated = 772.35 K
beta = 10.0 K/s: x = 35.3794, Tp formula = 820.01 K, integrated = 820.01 K
Tp at 1 K/s = 499.2 deg C
Tp at 1 K/s from initial coverage 0.1 = 772.35 K
Slope dTp/dln(beta): formula 19.522 K, integrated 19.523 K
Slope dTp/dln(nu), integrated = -19.523 K
Slope dTp/dE: formula 301.13, integrated 301.13 K/eV
Shift per decade from slope at 1 K/s = 44.95 K
Shift 0.1 to 1 K/s = 42.54 K
Shift 1 to 10 K/s = 47.65 K
Shift 1 to 2 K/s = 13.77 K
Rate constant at peak, 1 K/s = 0.04863 1/s
Coverage left at peak, 1 K/s = 0.3865; exp(-(1-2/x)) = 0.3880; 1/e = 0.3679
Coverage left at 772.4 K on 10 K/s ramp = 0.9093
Full width at half maximum, 1 K/s = 48.5 K
From line through three peaks: E = 2.5000 eV, nu = 1.000e+15 1/s
E from approximate form with 3.64 = 2.4991 eV; ln x = 3.6260
Pairing energy (rough) = 0.25 eV
Pairing shift, initial coverage 1.0 = +0.36 K
Pairing shift, initial coverage 0.1 = +6.96 K
No pairing energy, initial coverage 0.1: shift = +46.54 K
Barrier quantum (rough) = 0.12 eV; Wigner factor = 1.135
Tunnelling shift = -2.61 K
Pumping time = 0.2 s; pressure peak late by 0.20 K at 1 K/s, 1.91 K at 10 K/s
H2 pressure = 1e-08 Torr; gas at 300 K; sticking = 1e-05
Lattice constant = 0.543 nm; dimer density = 3.392e+14 1/cm2
Readsorption = 4.21e-07 layers/s; peak desorption = 0.0188 layers/s
Shift for E larger by 0.1 eV = +30.10 K
Shift for nu ten times larger = -42.54 K
```
